\section*{Why a Dimeric Crystal Does Not Prove a Dimeric Vapour}

\section{Definitions and conventions}

Let M be a precursor monomer and D its dimer. In the gas they are connected by
\begin{equation}
\mathrm{D(g)}\rightleftharpoons 2\,\mathrm{M(g)} .
\end{equation}
Their partial pressures are $p_M$ and $p_D$, and $p=p_M+p_D$ is the partial pressure of the precursor, without any carrier gas. With the standard pressure $p^\circ=1$ bar, the equilibrium constant is
\begin{equation}
K=\frac{(p_M/p^\circ)^2}{p_D/p^\circ}=\frac{p_M^2}{p^\circ p_D}.
\label{K}
\end{equation}
The degree of dissociation $\alpha$ is the fraction of original dimers that has split. It differs from the monomer mole fraction, because each split dimer gives two molecules. Enthalpies and entropies of dissociation, $\Delta H^\circ$ and $\Delta S^\circ$, refer to one mole of D.

The inference to be examined is: ``the crystal consists of dimers, therefore the vapour consists of dimers.'' One case with a dimeric crystal and a mostly monomeric vapour refutes it. The gases are taken as ideal and at equilibrium, with no decomposition and no larger oligomers.

\section{The counter-example}

\subsection{The molecule and its crystal}

The precursor is a model with round parameters. The monomer has molar mass 100 g/mol, principal moments of inertia 200, 250 and 400 u\,\AA$^2$, and a mirror plane as its only symmetry, so its rotational symmetry number is $\sigma_M=1$. In the dimer two such halves lie 3 \AA\ apart along the first principal axis and are exchanged by a twofold rotation about another principal axis, so $\sigma_D=2$. The mirror plane of each half contains the line of centres. The dimer is then identical to its mirror image, and no second form has to be counted. Each half, of mass $m$, is $d/2$ from the common centre. The parallel-axis theorem adds $2m(d/2)^2=md^2/2=450$ u\,\AA$^2$ to the two moments perpendicular to the line of centres:
\begin{equation}
2(200)=400,\quad 2(250)+450=950,\quad 2(400)+450=1250 .
\end{equation}

The energy from the ground level of D to that of two M is $D_0=80$ kJ/mol; zero-point energy is included. The crystal contains only dimers. Its sublimation enthalpy to gaseous D is $\Delta H_{\rm sub}=100$ kJ/mol, taken as constant, and the dimer pressure above it is 1 Pa at 300 K. These two numbers imply a standard sublimation entropy $\Delta H_{\rm sub}/T+R\ln(p_D/p^\circ)=333.3-95.7\simeq238$ J/(mol K), on the high side for a molecular crystal; a smaller value would lower $p_D$ and raise the monomer fraction found below. $\Delta H_{\rm sub}$ refers to $p_D$ alone and differs from the apparent enthalpy read from the total vapour pressure when monomer is present.

\subsection{Counting the motions}

Two free nonlinear monomers have six translations and six rotations. The dimer has three of each. The remaining six motions become vibrations of one half against the other, here at 50, 80, 100, 150, 200 and 300 cm$^{-1}$. The internal vibrations of M are assumed unchanged in D and cancel, and the electronic ground states are nondegenerate.

For translation, the levels in a box of side $L$ give, for each direction,
\begin{equation}
\sum_{n=1}^{\infty}e^{-h^2n^2/(8mL^2kT)}\simeq
\frac12\sqrt{\frac{8\pi mL^2kT}{h^2}}=\frac{L}{\lambda},
\qquad \lambda=\frac{h}{\sqrt{2\pi mkT}} .
\end{equation}
The sum became an integral because the levels are very close compared with $kT$. Thus $q=V/\lambda^3$. For $N$ identical molecules the partition function is $q^N/N!$. Stirling's formula and the translational energy $\tfrac32RT$ give the molar entropy $R[\ln(q/N)+1]+\tfrac32R$. With $V/N=kT/p$ this is the Sackur--Tetrode equation,
\begin{equation}
S_{\rm trans}=R\left[\ln\frac{kT}{p\lambda^3}+\frac52\right].
\label{ST}
\end{equation}

For rotation, the classical phase-space integral is the orientation volume $8\pi^2$ times three Gaussian integrals over angular momentum, divided by $h^3$ and by $\sigma$:
\begin{equation}
q_{\rm rot}=\frac{8\pi^2}{\sigma h^3}\prod_{i=1}^3\sqrt{2\pi I_ikT}
=\frac{\sqrt\pi}{\sigma}\prod_{i=1}^3\sqrt{\frac{2I_ikT}{\hbar^2}},
\end{equation}
where $h=2\pi\hbar$ was used. The rotational energy is $\tfrac32RT$, so $S_{\rm rot}=R(\ln q_{\rm rot}+\tfrac32)$.

For the six new modes let $x_j=h\nu_j/kT$. Counting energy from the lowest level, the geometric series gives $q_j=1/(1-e^{-x_j})$, and therefore
\begin{align}
E_{\rm vib}&=RT\sum_j\frac{x_j}{e^{x_j}-1},\label{Evib}\\
S_{\rm vib}&=R\sum_j\left[\frac{x_j}{e^{x_j}-1}-\ln(1-e^{-x_j})\right].
\end{align}

Two moles of monomer carry $2(\tfrac32+\tfrac32)RT$ of thermal energy and $2RT$ from $pV$, in total $8RT$. One mole of dimer carries $3RT+RT+E_{\rm vib}$. Subtraction gives
\begin{align}
\Delta H^\circ&=D_0+4RT-E_{\rm vib},\label{H}\\
\Delta S^\circ&=\Delta S_{\rm trans}+\Delta S_{\rm rot}-S_{\rm vib},
\end{align}
where each $\Delta$ means twice the monomer value minus the dimer value.

\subsection{The entropy budget}

At 400 K and 1 bar the three contributions to $\Delta S^\circ$ are
\begin{equation}
163.8+114.7-91.0\simeq187.4\ \mathrm{J\,mol^{-1}K^{-1}},
\end{equation}
the last digit reflecting rounding of the terms. The size of the first term can be understood from \eqref{ST}. Since $\lambda_D=\lambda_M/\sqrt2$,
\begin{equation}
\Delta S_{\rm trans}=2S_M-S_D=S_M-(S_D-S_M)=S_M-\tfrac32R\ln2 .
\end{equation}
Dissociation gains the translational entropy of one free monomer, less a small mass correction of 8.6 J/(mol K). The rotational gain is largely offset by the lost vibrations.

Equation \eqref{H} gives $\Delta H^\circ=78.01$ kJ/mol at 400 K, while $T\Delta S^\circ=74.97$ kJ/mol. Hence
\begin{equation}
\Delta G^\circ=78.01-74.97=3.04\ \mathrm{kJ/mol},\qquad
K=e^{-\Delta G^\circ/RT}=e^{-0.914}=0.401 .
\end{equation}
A bond of 80 kJ/mol is almost balanced by entropy even at 1 bar. The same formulas give $K=1.49\times10^{-4}$ at 300 K and $1.38\times10^{-2}$ at 350 K.

\subsection{The vapour above the crystal}

At 300 K the crystal holds $p_D$ at 1 Pa. The gas must also satisfy \eqref{K}, so
\begin{equation}
p_M=\sqrt{Kp^\circ p_D}
=\sqrt{(1.489\times10^{-4})(10^5)(1)}\ \mathrm{Pa}=3.86\ \mathrm{Pa}.
\end{equation}
The monomer mole fraction is $3.86/(3.86+1)=0.79$. A crystal made entirely of dimers stands in equilibrium with a vapour in which about four molecules in five are monomers. The substance is a model, but nothing in it violates thermodynamics, so the inference does not follow from the crystal structure alone.

The small value of $K$ does not contradict the result. $K$ compares the species at 1 bar, whereas the actual vapour has a total pressure of only 4.86 Pa, about 20\,000 times lower.

Now change $D_0$ to 120 kJ/mol and keep everything else, including the crystal and the pressure of D above it. The additional 40 kJ/mol multiplies $K$ by $e^{-40\,000/RT}$ and $p_M$ by the square root of that factor. At 300 K, $p_M$ falls to 0.0013 Pa and the monomer fraction to 0.13\%. The opposite inference, that vaporisation must break dimers, is therefore false as well. The crystal structure, even together with the dimer's sublimation pressure, does not determine the vapour composition.

\section{The correct general statement}

For ideal gases at equilibrium, with M and D as the only precursor species,
\begin{equation}
\boxed{\ \alpha=\sqrt{\frac{K(T)}{K(T)+4p/p^\circ}}\ }
\label{alpha}
\end{equation}
At fixed temperature, lowering $p$ increases dissociation. At fixed $p$, heating increases it if $\Delta H^\circ>0$. Above a dimeric crystal,
\begin{equation}
p_M=\sqrt{Kp^\circ p_D},\qquad
\frac{d}{dT}\ln\frac{p_M}{p_D}
=\frac{\Delta H^\circ-\Delta H_{\rm sub}}{2RT^2}.
\label{sat}
\end{equation}
The solid enters through $p_D$; the gas-phase bond enters through $K$. Both are needed.

\section{Proof}

\subsection{The equilibrium condition}

Start with one mole of D and $n_I$ moles of inert gas at fixed temperature and total pressure $P$. After dissociation to degree $\alpha$ there are $2\alpha$ moles of M and $1-\alpha$ of D. With $\mu_i=\mu_i^\circ+RT\ln(p_i/p^\circ)$, the Gibbs energy is
\begin{equation}
G=2\alpha\mu_M+(1-\alpha)\mu_D+n_I\mu_I .
\end{equation}
Its derivative contains $2\mu_M-\mu_D$ and the term $\sum_in_i\,d\mu_i/d\alpha$. Let $n=\sum_in_i$ and $y_i=n_i/n$. Since $p_i=y_iP$ with $P$ fixed,
\begin{equation}
\sum_in_i\frac{d\mu_i}{d\alpha}
=RTn\sum_iy_i\frac{d\ln y_i}{d\alpha}
=RTn\frac{d}{d\alpha}\sum_iy_i=0,
\end{equation}
because mole fractions add to one. Therefore
\begin{equation}
\frac{dG}{d\alpha}=2\mu_M-\mu_D
=\Delta G^\circ+RT\ln\frac{p_M^2}{p^\circ p_D}.
\label{dG}
\end{equation}
Setting this to zero gives \eqref{K} with $\ln K=-\Delta G^\circ/RT$.

\subsection{The dissociation law}

The precursor amounts to $(1-\alpha)+2\alpha=1+\alpha$ moles, so
\begin{equation}
p_M=\frac{2\alpha}{1+\alpha}p,\qquad
p_D=\frac{1-\alpha}{1+\alpha}p .
\end{equation}
Insertion into \eqref{K} gives
\begin{equation}
K=\frac{4\alpha^2}{(1+\alpha)^2}\,\frac{1+\alpha}{1-\alpha}\,\frac{p}{p^\circ}
=\frac{4\alpha^2}{1-\alpha^2}\,\frac{p}{p^\circ}.
\label{mass}
\end{equation}
Multiplying by $1-\alpha^2$ and collecting $\alpha^2$ yields $K=\alpha^2(K+4p/p^\circ)$, whose positive root is \eqref{alpha}.

This equilibrium is a unique minimum of $G$. The right side of \eqref{mass} rises from zero without bound as $\alpha$ goes from 0 to 1. With inert gas present, $p=P(1+\alpha)/(1+\alpha+n_I)$ also rises with $\alpha$, so the conclusion stands. The derivative \eqref{dG} thus changes sign once, from negative to positive.

\subsection{Pressure and temperature}

Dividing numerator and denominator in \eqref{alpha} by $K$ gives
\begin{equation}
\alpha=\left(1+\frac{4p}{Kp^\circ}\right)^{-1/2}.
\end{equation}
This falls with $p$ and rises with $K$. As $p\to0$ at fixed $T$, $\alpha\to1$; for $4p/p^\circ\gg K$, $\alpha\simeq\tfrac12\sqrt{Kp^\circ/p}$.

The entropic reason for the pressure effect follows from \eqref{ST}. Each mole of gas gains $R\ln(p^\circ/p)$ when its pressure is lowered from $p^\circ$ to $p$. Two moles of products and one of reactant leave a net gain
\begin{equation}
\Delta S(p)-\Delta S^\circ=R\ln(p^\circ/p),
\end{equation}
with both species at pressure $p$. At 100 Pa this adds $8.314\ln1000=57.4$ J/(mol K).

For temperature, differentiate $\ln K=-\Delta H^\circ/RT+\Delta S^\circ/R$:
\begin{equation}
\frac{d\ln K}{dT}=\frac{\Delta H^\circ}{RT^2}
-\frac{1}{RT}\frac{d\Delta H^\circ}{dT}
+\frac1R\frac{d\Delta S^\circ}{dT}
=\frac{\Delta H^\circ}{RT^2}.
\label{vH}
\end{equation}
The last two terms cancel because $d\Delta S^\circ/dT=T^{-1}d\Delta H^\circ/dT$ at constant pressure. In this model each term of the sum in \eqref{Evib} is below one, so $E_{\rm vib}<6RT$ and $\Delta H^\circ>D_0-2RT$. Dissociation is therefore endothermic whenever $D_0\ge2RT$, a condition amply met here.

\subsection{The saturated vapour}

Equality of the chemical potentials of D in crystal and gas fixes $p_D(T)$, if the slight effect of pressure on the solid is neglected. The argument leading to \eqref{vH}, applied to sublimation, gives $d\ln p_D/dT=\Delta H_{\rm sub}/RT^2$. From \eqref{K},
\begin{equation}
\ln\frac{p_M}{p_D}=\frac12\left(\ln K-\ln\frac{p_D}{p^\circ}\right).
\end{equation}
Differentiating and inserting the two temperature laws proves \eqref{sat}.

\section{Reading the numbers}

\subsection{A single gas phase}

For the dimer with $D_0=80$ kJ/mol, \eqref{alpha} gives:
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $K$ & $\alpha$, 100 Pa & $\alpha$, 1 bar\\
300 & $1.49\times10^{-4}$ & 0.189 & 0.006\\
350 & $1.38\times10^{-2}$ & 0.881 & 0.059\\
400 & 0.401 & 0.995 & 0.302\\
450 & 5.37 & 1.000 & 0.757
\end{tabular}
\end{center}
Half dissociation requires $K=4p/(3p^\circ)$, from $\alpha^2=1/4$ in \eqref{mass}. It occurs at 322 K for 100 Pa and at 422 K for 1 bar. A statement that a vapour ``is dimeric'' therefore needs both a temperature and a pressure.

These entries describe a gas without a condensed phase. Where $p$ exceeds the saturation pressure, the gas is supersaturated with respect to the model crystal. This applies to both entries at 300 K and to the 1 bar entries at 350 and 400 K. It also applies to the 322 K point, where the sublimation law and \eqref{sat} give a saturation pressure of about 62 Pa.

At 400 K and 100 Pa, removing $\Delta S_{\rm trans}$ from $\ln K$ multiplies $K$ by $e^{-163.8/8.314}$, and $\alpha$ drops from 0.995 to $5\times10^{-4}$. This is a counterfactual, and the amount removed refers to 1 bar; it shows that the dissociation depends on translational entropy. Translation is the largest gain but not the only one needed: removing $\Delta S_{\rm rot}$ instead lowers $\alpha$ to 0.010. For $D_0=120$ kJ/mol, with that entropy fully present, $\alpha$ is still only 0.02. Entropy favours dissociation, but bond energy can prevail.

\subsection{Carrier gas}

Consider 1000 moles of inert gas per mole of original dimer at 350 K and a total pressure of 1 bar. Minimising $G$ gives $\alpha=0.81$. The precursor pressure is then
\begin{equation}
p=10^5\,\frac{1.81}{1001.81}\ \mathrm{Pa}\simeq181\ \mathrm{Pa},
\end{equation}
and \eqref{alpha} with this $p$ returns the same $\alpha$. Inserting the total pressure would give 0.06 and predict a dimeric vapour. An ideal inert gas acts by dilution: added at constant total pressure it lowers $p$; added at constant volume it changes neither $p$ nor $\alpha$.

\subsection{Heating the crystal or heating the vapour}

From 300 to 350 K the dimer pressure above the crystal rises from 1 to 307 Pa, and the monomer pressure from 3.9 to 652 Pa. The ratio $p_M/p_D$ nevertheless falls from 3.9 to 2.1: the saturated vapour becomes relatively richer in dimer on heating. Equation \eqref{sat} gives the reason. The two values of $K$ correspond to a mean $\Delta H^\circ$ of about 79 kJ/mol, below the 100 kJ/mol of sublimation. Heating shifts the gas equilibrium towards monomer, but the crystal raises the pressure fast enough to outweigh that shift. For the stronger dimer $\Delta H^\circ$ exceeds $\Delta H_{\rm sub}$, and its very small monomer fraction grows on heating.

If the weaker dimer's vapour, saturated at 350 K, is led away from the crystal and heated to 450 K at its pressure of 959 Pa, $\alpha$ rises from 0.51 to 0.996. The vapour in a hot delivery line can thus differ from the vapour above the source.

\section{What evidence is needed}

A measurement on the vapour at the temperature and partial pressure of use addresses the question directly. One such quantity is the mean molar mass. One mole of original dimer has mass $M_D$ and becomes $1+\alpha$ moles, so
\begin{equation}
\overline M=\frac{M_D}{1+\alpha},\qquad
\rho=\frac{p\overline M}{RT},
\end{equation}
where $\rho$ is the mass density of the precursor vapour without carrier gas. At 400 K and 100 Pa the model gives $200/1.9951=100.2$ g/mol, practically the monomer value.

A calculated $K$ can also serve, but it is sensitive to the bond energy. An error $\delta$ in $D_0$ multiplies $K$ by $e^{-\delta/RT}$, so a bond energy that is 5 kJ/mol too high makes $K$ too small by a factor of 5.6 at 350 K. Soft modes between the halves may also be poorly described as harmonic.

The equilibrium law fails if dissociation is slow compared with the residence time of the gas: dimers leaving the crystal may then reach the substrate intact although equilibrium favours monomers. It must be extended if trimers, decomposition or appreciable nonideality occur. None of this weakens the crystal structure as evidence about the solid. The numerical output also compares the dissociation law with an explicit sum over all possible numbers of dimers.

\section*{Computed results}
\begin{verbatim}
Monomer molar mass: 100 g/mol
Monomer inertia: [200. 250. 400.] u A^2
Dimer inertia: [ 400.  950. 1250.] u A^2
Separation of halves: 3.0 A
New dimer modes: [ 50.  80. 100. 150. 200. 300.] cm^-1
D0 weak, strong: 80, 120 kJ/mol
Entropy budget at 400 K and 1 bar, J/(mol K):
  translation 163.8, rotation 114.7, new modes -91.0
  total 187.4
  gain on going to 100 Pa: 57.4
Dissociation enthalpy at 400 K: 78.01 kJ/mol
T*dS at 400 K, 1 bar: 74.97 kJ/mol
Standard dG at 400 K: 3.04 kJ/mol
T/K, K, alpha at 100 Pa, alpha at 1 bar (weak dimer):
  300  1.489e-04  0.1894  0.0061
  350  1.384e-02  0.8808  0.0587
  400  4.014e-01  0.9951  0.3020
  450  5.371e+00  0.9996  0.7571
Monomer mole fraction, 400 K, 100 Pa: 0.9975
Mean molar mass there: 100.2 g/mol
alpha there without translational entropy: 5.30e-04
alpha there for strong dimer: 0.0245
Half-dissociation temperature at 100 Pa: 322.2 K
Half-dissociation temperature at 100000 Pa: 421.6 K
Carrier case, 350 K: inert/original dimer = 1000
  total pressure 100000 Pa, precursor 180.7 Pa
  alpha from Gibbs minimum 0.8105
  alpha if total pressure is misused 0.0587
Counting test, 350 K, 20000 monomer units, 777.5 Pa:
  alpha counted 0.55495, from law 0.55494
Crystal: H_sub 100 kJ/mol, p_D 1.0 Pa at 300 K
Saturated vapour: T/K, p_M/Pa, p_D/Pa, p_M/p_D, monomer fraction
  weak 300  3.858  1  3.858  0.7942
  weak 350  651.9  307.1  2.123  0.6798
  strong 300  0.001271  1  0.001271  0.001269
  strong 350  0.6752  307.1  0.002198  0.002194
Weak vapour saturated at 350 K: total 959.1 Pa
  alpha at 350 K 0.5149; heated alone to 450 K 0.9964
\end{verbatim}
